\section*{Computing the mean first-passage time to a postcritical reversed ferroelectric cluster}

\section{A change smaller than the rounding error}

A reversed island on a ferroelectric domain wall takes on average $1.285\times10^{-2}$ s to reach 200 lattice cells in the example below. Moving the finishing line from 200 to 500 cells lengthens this time by only $1.2\times10^{-11}$ s, a relative change of $9.4\times10^{-10}$. Ordinary double-precision elimination of the equations for the 200-cell problem makes a relative error of $1.0\times10^{-7}$ in the run reported here, a hundred times larger than that change. The value depends on the last bits of the rates and on the order of elimination, and typically lies between $10^{-8}$ and $2\times10^{-7}$. One such solution is thus less accurate than the effect being studied. Two solutions made from the same rounded rows share most of this error, so it largely cancels in their difference, but each time remains wrong by the larger amount.

Two things need explaining: why the finishing size matters so little, and why a small tridiagonal system loses so many digits. Both answers come from the differences between neighbouring passage times.

\section{The island and its rates}

Consider a flat $180^\circ$ wall. An island one cell thick contains $n$ cells of edge $a$ and gains or loses one cell at a time. Each size is represented by a square of side $a\sqrt n$, and islands do not merge. The algebra uses atomic units, with $4\pi\varepsilon_0=1$; permittivities are relative.

Reversing a cell changes its field energy from $+PEa^3$ to $-PEa^3$, where $P$ is the spontaneous polarization and $E$ the field favouring reversal. The gain per cell is
\begin{equation}
\Delta=2PEa^3 .
\end{equation}
The edges cost a free energy $\gamma$ per cell edge, $4\gamma\sqrt n$ in all.

Two of the edges are normal to $P$. The polarization jumps there by $2P$, so they carry opposite line charges $\pm q$, with $q=2Pa$. Let $\varepsilon_c$ and $\varepsilon_a$ be the permittivities along and across the polar axis $z$. A point charge $Q$ obeys
\begin{equation}
\varepsilon_a(\partial_x^2+\partial_y^2)\phi+\varepsilon_c\partial_z^2\phi
=-4\pi Q\,\delta(x)\delta(y)\delta(z).
\end{equation}
Setting $z=\sqrt{\varepsilon_c/\varepsilon_a}\,z'$ makes the left side $\varepsilon_a\nabla'^2\phi$ and multiplies the source by $\sqrt{\varepsilon_a/\varepsilon_c}$. Hence
\begin{equation}
\phi=\frac{Q}{\bar\varepsilon\sqrt{x^2+y^2+(\varepsilon_a/\varepsilon_c)z^2}},
\qquad \bar\varepsilon=\sqrt{\varepsilon_a\varepsilon_c}.
\end{equation}
For one line of length $L=a\sqrt n$, cut off at separation $a$, the self-energy is
\begin{equation}
\frac{q^2}{\bar\varepsilon}\int_a^L\frac{L-x}{x}\,dx
=\frac{q^2}{\bar\varepsilon}\left(L\ln\frac La-L+a\right).
\end{equation}
Two lines double this. Their mutual energy is proportional to $L$, because their separation is also $L$. Terms proportional to $L$ are absorbed in $\gamma$ and the constant is dropped. What remains is
\begin{equation}
\frac{2q^2}{\bar\varepsilon}L\ln\frac La
=\frac{8P^2a^3}{\bar\varepsilon}\sqrt n\,\frac{\ln n}{2}.
\end{equation}
The island free energy, measured from the bare site, is therefore
\begin{equation}
W_n=4\gamma\sqrt n+\frac{\kappa}{2}\sqrt n\ln n-\Delta n,
\qquad \kappa=\frac{8P^2a^3}{\bar\varepsilon},\quad W_0=0. \label{W}
\end{equation}
As a test of the logarithm, the Coulomb integral for two strips of finite height was evaluated at sides $20a$ and $80a$. It gave 0.991 of the predicted coefficient; the remainder is of the size expected from terms of order $a/L$.

For the gain rate take
\begin{equation}
g_n=\nu s_n e^{-(W_{n+1}-W_n)/2kT},\qquad s_0=1,\quad s_n=4\sqrt n\ (n\ge1),
\end{equation}
where $\nu$ is an attempt rate and $s_n$ counts edge positions. With $\pi_n=e^{-W_n/kT}$, detailed balance requires $g_n\pi_n=d_{n+1}\pi_{n+1}$. This fixes the loss rate:
\begin{equation}
d_{n+1}=g_n e^{(W_{n+1}-W_n)/kT}=\nu s_n e^{+(W_{n+1}-W_n)/2kT}.
\end{equation}

\section{From the tridiagonal system to its differences}

Let $T_n$ be the mean time to reach $N$ from $n$. During a short time $dt$ the island gains a cell, loses one, or stays as it is:
\begin{equation}
T_n=dt+g_ndt\,T_{n+1}+d_ndt\,T_{n-1}+[1-(g_n+d_n)dt]T_n .
\end{equation}
Cancelling $T_n$ and dividing by $dt$ gives
\begin{equation}
-d_nT_{n-1}+(g_n+d_n)T_n-g_nT_{n+1}=1,
\qquad d_0=0,\quad T_N=0. \label{tri}
\end{equation}
The obvious scheme stores the diagonal $g_n+d_n$ and eliminates. But the equation depends only on differences of the $T_n$. A constant added to every $T_n$ drops out of each row except the last, where absorption fixes it. Rounding the diagonal destroys this property.

So keep $g_n$ and $d_n$ separate and define $\tau_n=T_n-T_{n+1}$. Grouping terms in (\ref{tri}),
\begin{equation}
g_n(T_n-T_{n+1})-d_n(T_{n-1}-T_n)=1
\quad\Longrightarrow\quad
\tau_n=\frac{1+d_n\tau_{n-1}}{g_n},\quad \tau_0=\frac1{g_0}. \label{rec}
\end{equation}
Since $T_N=0$, the differences telescope to
\begin{equation}
T_0(N)=\sum_{n=0}^{N-1}\tau_n . \label{sum}
\end{equation}
Nothing is subtracted in (\ref{rec}) or (\ref{sum}). Each step adds a few relative roundings to those already present, so the error grows at most in proportion to the number of steps, to leading order in the rounding unit.

The recursion starts at the bare site and never refers to $N$. One sweep therefore gives the answer for every absorbing size, and the effect of moving the boundary is itself a sum of positive terms:
\begin{equation}
T_0(N')-T_0(N)=\sum_{n=N}^{N'-1}\tau_n,\qquad N'>N. \label{tail}
\end{equation}
Physically, an island must pass $N$ on its way to $N'$. The right side is the mean time for that last part, including any return to small sizes. It is positive, so $T_0(N)$ always rises with $N$. Insensitivity means that the rise is small, not that it is zero.

\section{Why elimination loses digits}

Replace the source 1 in row $n$ by $S_n$ and multiply the recursion by $\pi_n$. Detailed balance gives $d_n\pi_n=g_{n-1}\pi_{n-1}$, so
\begin{equation}
g_n\pi_n\tau_n=\pi_nS_n+g_{n-1}\pi_{n-1}\tau_{n-1}.
\end{equation}
Repeated substitution down to $n=0$ and summation over $n$ yield
\begin{equation}
T_0=\sum_{m=0}^{N-1}\frac1{g_m\pi_m}\sum_{k=0}^{m}\pi_kS_k . \label{closed}
\end{equation}
The original problem has $S_k=1$.

Now let rounding change the diagonal of row $n$ by $\delta_n$, and let $T'_n$ solve the altered system. Moving $\delta_nT'_n$ to the right and subtracting the original equations shows that $T'-T$ obeys the original system with source $-\delta_nT'_n$. For a high barrier, the outer sum in (\ref{closed}) comes mainly from sizes near the barrier top. The important errors arise in the well of small islands, where $T'_n\simeq T_0$ to first order. With $Z=\sum\pi_k$ over that well, (\ref{closed}) gives
\begin{equation}
\frac{T'_0-T_0}{T_0}\simeq-\frac{T_0}{Z}\sum_n\pi_n\delta_n .
\end{equation}
A rounding error thus acts as a false source or sink, and it has the whole waiting time in which to act. In row 1, $d_1$ is the larger rate and $|\delta_1|$ is at most about $ud_1$, with $u=1.1\times10^{-16}$. Since $\pi_1d_1=g_0$ and $Z\simeq1$, the expected scale of the error is
\begin{equation}
\left|\frac{T'_0-T_0}{T_0}\right|\sim u\,g_0T_0 . \label{err}
\end{equation}
This is an order-of-magnitude estimate; other rows and the elimination arithmetic contribute too. It shows that the loss follows the barrier, through $T_0$, and not mainly the number of rows.

\section{Where the plateau begins and ends}

Treat $n$ as continuous in (\ref{W}). The critical size $n^*$ satisfies
\begin{equation}
W'(n^*)=\frac{4\gamma+\kappa+\frac12\kappa\ln n^*}{2\sqrt{n^*}}-\Delta=0 .
\end{equation}
Differentiating again,
\begin{equation}
W''(n)=\frac{\kappa}{4n^{3/2}}-\frac{4\gamma+\kappa+\frac12\kappa\ln n}{4n^{3/2}}
=-\frac{4\gamma+\frac12\kappa\ln n}{4n^{3/2}} .
\end{equation}
Define the barrier width $s$ by $s^2=kT/|W''(n^*)|$, and write $W^*=W(n^*)$. From the rates,
\begin{equation}
g_m\pi_m=\nu s_m e^{-(W_m+W_{m+1})/2kT}.
\end{equation}
Near the top, $(W_m+W_{m+1})/2\simeq W^*-kT(m+\frac12-n^*)^2/2s^2$, while the inner sum in (\ref{closed}) is close to $Z$ and $s_m$ to $4\sqrt{n^*}$. Replacing the sum over $m=0,\ldots,N-1$ by an integral ending at $N$, and extending its lower limit to $-\infty$, gives
\begin{align}
T_0(N)&\simeq\frac{T_{\rm pl}}2
\left[1+\operatorname{erf}\left(\frac{N-n^*}{\sqrt2\,s}\right)\right],\label{erf}\\
T_{\rm pl}&=\frac{Z\sqrt{2\pi}\,s\,e^{W^*/kT}}{4\nu\sqrt{n^*}} .\label{pl}
\end{align}
Absorption at $n^*$ thus gives about half the plateau time. Some three widths more are needed before returns across the barrier change the time by less than one per cent.

Far beyond $n^*$, gains outrun losses. If the rates vary slowly, (\ref{rec}) approaches its fixed point $\tau=1/(g_n-d_n)$, since a deviation shrinks by $d_n/g_n$ at each step. The remaining increase is ordinary growth time. For very large islands the edge terms in $W_{n+1}-W_n$ vanish, and $g_n-d_n\simeq8\nu\sqrt n\sinh(\Delta/2kT)$. Integrating the reciprocal between two such sizes,
\begin{equation}
T_0(N')-T_0(N)\simeq\frac{\sqrt{N'}-\sqrt N}{4\nu\sinh(\Delta/2kT)} .
\end{equation}
Between 200 and 500 cells in the example below the edge terms still matter, and this formula gives only about half the growth time. It does show that the time has no finite limit as $N'\to\infty$. The plateau is an intermediate range, present when growth is much faster than barrier crossing.

\section{The numbers for one wall}

Take $P=50\ \mu$C/cm$^2$, $a=0.40$ nm, $\varepsilon_c=150$, $\varepsilon_a=400$, $E=0.40$ MV/cm and 300 K. The model choices are $\gamma=0.035$ eV and $\nu=10^{12}$ s$^{-1}$. Then $\Delta=0.0160$ eV, $\kappa=0.0293$ eV and $kT=0.02585$ eV. The critical size is $n^*=50.35$, a square of side 2.84 nm. The three terms of (\ref{W}) give
\begin{equation}
W^*=0.9934+0.4076-0.8045=0.5965\ {\rm eV}=23.07\,kT .
\end{equation}
The curvature is $-(0.140+0.0574)/(4\times50.35^{3/2})=-1.38\times10^{-4}$ eV, so $s=\sqrt{0.02585/1.38\times10^{-4}}=13.7$ cells.

With $Z$ set to 1, (\ref{pl}) gives
\begin{equation}
\frac{2.507\times13.68\times e^{23.073}}{4\times10^{12}\times7.096}\ {\rm s}
\simeq1.27\times10^{-2}\ {\rm s}.
\end{equation}
Including the embryos in $Z$ raises this to $1.278\times10^{-2}$ s. The recursion gives $1.285\times10^{-2}$ s at $N=200$. Relative to that value, the times at other boundaries are:
\begin{center}
\begin{tabular}{ccc}
$N$ & recursion & equation (\ref{erf})\\
50 & 0.493 & 0.490\\
64 & 0.829 & 0.841\\
78 & 0.965 & 0.978\\
91 & 0.995 & 0.999
\end{tabular}
\end{center}
The recursion approaches the plateau a little more slowly than the formula. Two corrections compete. The magnitude of $W''$ decreases with $n$ here, so beyond $n^*$ the free energy falls more slowly than the parabola, and returns remain possible for longer; with $s_m$ held fixed this alone would give 0.438 at $N=50$ and 0.794 at $N=64$. The growth of $s_m=4\sqrt m$ speeds up the larger islands and cancels this shift at $N=50$ and most of it at $N=64$.

From 200 to 500 cells, (\ref{tail}) gives $1.203\times10^{-11}$ s, and the sum of $1/(g_n-d_n)$ gives $1.194\times10^{-11}$ s. The tiny change quoted at the start is therefore growth time.

The digit loss also follows. Here $W_1=0.140-0.016=0.124$ eV, so $g_0=10^{12}e^{-2.40}\simeq9.1\times10^{10}$ s$^{-1}$, and (\ref{err}) gives $1.3\times10^{-7}$; the observed error is $1.0\times10^{-7}$. At 0.30 MV/cm, with the other parameters fixed and $N=388$, the passage time is 754 s. The estimate becomes $7\times10^{-3}$ and the observed error is $4.2\times10^{-3}$. The recursion errs by less than $10^{-15}$ in both cases. All these errors are relative to a 60-digit elimination using the same stored rates. The closeness of the estimate is partly chance, because the error depends on the last bits of the rates. For 80 fields between 0.36 and 0.44 MV/cm its median is about half the estimate, and a tenth of the values lie below about 0.1 of it.

\section{A low barrier and many sites}

At 1.2 MV/cm and 600 K, with the other parameters unchanged, the chain has a low barrier. This is a mathematical test, not a device condition. Moving the boundary from 14 cells, about three widths beyond critical, to 140 cells multiplies the time by 1.36. Growth is now comparable with crossing, and the plateau is lost. For $N=14$, 20\,000 random trajectories gave $(1.960\pm0.012)\times10^{-11}$ s, against $1.963\times10^{-11}$ s from the recursion.

Returning to the main example, a wall offers many sites. Dividing $T_0$ by their number requires independent sites and exponential waiting. Let $M_n$ be the mean square passage time from $n$. Conditioning on the first $dt$ and expanding $(t+dt)^2=t^2+2t\,dt+O(dt^2)$ gives
\begin{equation}
-d_nM_{n-1}+(g_n+d_n)M_n-g_nM_{n+1}=2T_n .
\end{equation}
This is the same recursion with source $2T_n$. It gives $M_0/T_0^2=2.000$, the value for an exponential distribution. That supports exponential waiting, though one moment does not prove it. If each site survives with probability $e^{-t/T_0}$, then $K$ independent sites all survive with probability $e^{-Kt/T_0}$, whose mean time is $T_0/K$. A wall of 100 nm by 100 nm has 62\,500 sites, so its first nucleus takes $2.1\times10^{-7}$ s. This is far longer than the relaxation time at the barrier top, estimated as $s^2/g_{n^*}\simeq6.6\times10^{-12}$ s. Precritical islands cover only about 0.011 cells per site, but this amounts to 0.55 cells in the area of a critical island. A growing island will therefore often meet small ones. The model leaves out such merging, so the time for the whole wall is a rough estimate.

\section{How far the time can be trusted}

Insensitivity to $N$ says nothing about errors in $W_n$. Since $W'(n^*)=0$, a small change $\delta\gamma$ shifts the barrier by $4\sqrt{n^*}\,\delta\gamma$. For a 10\% reduction this gives 0.099 eV. The critical size also falls, to 43.4 cells, and (\ref{W}) then gives a barrier of 0.501 eV. The full drop is therefore 0.096 eV, which shortens the time about fortyfold.

The following changes were made one at a time, with $N=200$ and the other parameters fixed. Letting the square relax to a rectangle multiplies the time by 0.020. This estimate gives all four edges the same $\gamma$ and ignores the change in attraction between the charged edges. That change matters: with the full Coulomb energy of the two charged strips, and its part proportional to $L$ taken out of $\gamma$, the factor is about 0.003 relative to a square with that same energy. Using the smallest whole-cell perimeter instead of $4\sqrt n$ multiplies it by 4.0. Replacing the logarithmic term by the full Coulomb energy of the two strips, less its part proportional to $L$, restores the dropped constant and multiplies the time by about 1.4. Raising the temperature to 358 K reduces the time to $3.4\times10^{-4}$ s.

The field also deforms the two polarization states. In a quartic Landau model with $p$ the polarization divided by $P$, the field is $(P/2\chi)(p^3-p)$; its slope at $p=1$ correctly gives the susceptibility $\chi=(\varepsilon_c-1)/4\pi$. The unfavoured state disappears at $p=-1/\sqrt3$, where the field is $P/(3\sqrt3\,\chi)=0.73$ MV/cm. The example lies at 0.55 of this limit. The energy difference between the states is 0.994 of $2PE$, which by itself lengthens the time by a factor of 1.21. But the polarization jump also falls, to 0.981 of $2P$, and this lowers $\kappa$ by 3.7\%. With both changes, at fixed $\gamma$, the time is multiplied by about 0.67: the weaker edge charges outweigh the weaker drive. The same Landau curve also changes the permittivity along the polar axis, to about 235 in the unfavoured state and 117 in the favoured one. Averaging $\bar\varepsilon$ over the two sides of the wall lowers $\kappa$ by a further 6\%, and with all three changes the factor is about 0.27.

The parameters are rough values in the regime of tetragonal lead zirconate titanate films. The edge free energy and attempt rate are model choices, not measured constants. The field is high beside the roughly 0.1 MV/cm at which many such films switch, but is 0.40 of a rough breakdown field of 1 MV/cm. At 0.1 MV/cm the same parameters give a barrier of 3.7 eV and a time of about $10^{50}$ s per site, so this uniform wall does not describe the ordinary switching of such films. Tunnelling should matter only near or below the rough crossover temperature $\hbar\nu/k\simeq8$ K. Real films break the assumption of a uniform, defect-free wall: a defect that lowered $\gamma$ by 10\% over an area of about 100 cells, well beyond the critical island, would shorten the wait there by nearly the factor of forty found above. A much smaller defect helps far less. An island centred on it gains almost nothing, because the edges of the critical island lie outside it. An island growing with one edge or one corner on a defect of 25 cells keeps part of its perimeter at the lower $\gamma$, which shortens the wait only about two- to fourfold. Elastic fields and wall friction are also left out. The time of 13 ms per site is thus uncertain by orders of magnitude as a prediction for a film, although within the model it barely changes when the finishing size is moved from 200 to 500 cells. The numerical output lists the parameters and the main results.

\section*{Calculated quantities}
\begin{verbatim}
Polarization: 50.0 uC/cm2; cell edge: 0.40 nm
Permittivity along, across polar axis: 150, 400
Field: 0.40 MV/cm; temperature: 300 K
Edge free energy: 0.0350 eV; attempt rate: 1.00e+12 1/s
Thermal energy: 0.02585 eV
Drive per cell: 0.01598 eV; kappa: 0.02931 eV
Strip-integral / predicted log coefficient: 0.99104
Critical size: 50.348 cells; side: 2.838 nm
Barrier: 0.59648 eV = 23.073 kT
Barrier width: 13.679 cells
Main absorbing size: 200 cells
Mean passage time: 1.285081e-02 s
Barrier-top time estimate: 1.278188e-02 s
N=50 cells: T/T_main=0.493084; erf=0.489845
N=64 cells: T/T_main=0.828552; erf=0.840865
N=78 cells: T/T_main=0.965450; erf=0.978386
N=91 cells: T/T_main=0.994770; erf=0.998520
Growth 200 to 500 cells: 1.2034e-11 s; drift: 1.1942e-11 s
Relative change over that growth: 9.364e-10
Recursion, elimination errors: 2.25e-16, 1.04e-07
Lower field: 0.30 MV/cm; N=388; time: 7.5398e+02 s
Its two errors: 9.16e-16, 4.22e-03
Second moment / squared mean: 2.00000000
Wall side: 100 nm; sites: 62500
First-nucleus time on wall: 2.0561e-07 s
Barrier relaxation estimate: 6.613e-12 s
Test chain: 1.2 MV/cm, 600 K, N=14
Test linear-system time: 1.96329e-11 s
Test random time: 1.95993e-11 +/- 1.2e-13 s
Test time ratio at 10N and N: 1.3569
Shape-relaxation time factor: 0.0204
Integer-perimeter time factor: 4.0128
Landau drive ratio: 0.99406; time factor: 1.2079
Time at 358 K: 3.3838e-04 s
Precritical embryo coverage: 0.01091 cells per site
Landau intrinsic field: 0.7294 MV/cm; ratio: 0.548
Rough breakdown: 1.0 MV/cm; ratio: 0.40
Rough tunnelling crossover: 7.64 K
\end{verbatim}
